Quantizing the Dirac Field: Mode Expansion, Anticommutators and Commutators

## First half: modes, Hamiltonian and brackets

The free Dirac equation has solutions of positive and of negative frequency. When the field becomes an operator, both kinds enter its expansion, and one must ask whether the energy has a lowest value. The answer depends on the algebra of the expansion coefficients. This problem derives the mode form of the Hamiltonian before any algebra is chosen, and then examines the two candidates, commutators and anticommutators.

**Setting.** The field ψ(r,t) has four components, each an operator on a space of states. It obeys

iħ ∂ψ/∂t = hψ,

h = −iħc α·∇ + βmc²,

with m > 0. The Hermitian 4×4 matrices α₁, α₂, α₃ and β satisfy

αᵢαⱼ + αⱼαᵢ = 2δᵢⱼ, αᵢβ + βαᵢ = 0, β² = 1.

In the Dirac representation, written in 2×2 blocks with a semicolon between rows,

αᵢ = (0, σᵢ; σᵢ, 0), β = (1, 0; 0, −1),

where the σᵢ are the Pauli matrices. Since σᵢσⱼ + σⱼσᵢ = 2δᵢⱼ, any vector p obeys (σ·p)² = p².

The Lagrangian density ψ†(iħ ∂ψ/∂t − hψ) gives the field equation when ψ† is varied. The momentum conjugate to ψ is iħψ†. The Hamiltonian density, momentum times velocity minus Lagrangian density, is therefore ψ†hψ, and

H = ∫ψ†hψ d³r.

The operator order, ψ† on the left, is part of the definition and is kept throughout.

The field lives in a cubic box of side L and volume V = L³ with periodic boundary conditions, so each component of p is an integer times 2πħ/L. A cutoff retains finitely many momenta, and it retains −p whenever it retains p. Every sum then has a finite number of terms.

### (a) Find the plane-wave solutions of both frequencies.

*Let E = √(m²c⁴ + p²c²). Find unit spinors u(p,s) and v(p,s), with s = 1, 2, such that u exp[i(p·r − Et)/ħ] and v exp[−i(p·r − Et)/ħ] solve the Dirac equation.*

**Solution.** On a wave exp(ip·r/ħ) the operator −iħ∇ gives p, so h becomes the matrix

h(p) = cα·p + βmc².

Its square is

h(p)² = c²(α·p)² + mc³[(α·p)β + β(α·p)] + m²c⁴β².

The first term equals c²p², because pᵢpⱼ is symmetric in i and j and selects half the anticommutator of αᵢ and αⱼ. The middle bracket is zero because each αᵢ anticommutes with β. Hence h(p)² = E², and the eigenvalues of h(p) can be E or −E.

The first wave has time factor exp(−iEt/ħ), for which iħ∂/∂t gives +E. We need h(p)u = Eu. Write u as an upper pair φ and a lower pair ξ:

mc²φ + cσ·p ξ = Eφ,

cσ·p φ − mc²ξ = Eξ.

The second line gives ξ = Kφ, with

K = cσ·p/(E + mc²).

The first line is then satisfied as well, because

cσ·p K = c²p²/(E + mc²) = (E² − m²c⁴)/(E + mc²) = E − mc².

So φ is free. Choose φ = Nχ_s, where χ₁ = (1, 0) and χ₂ = (0, 1) are basis spinors and N is a positive number. The matrix K is Hermitian, with

K² = c²p²/(E + mc²)² = (E − mc²)/(E + mc²).

The squared length of u is N²(1 + K²) = N² · 2E/(E + mc²). It equals one for

N = √[(E + mc²)/(2E)].

The second wave has time factor exp(+iEt/ħ), for which iħ∂/∂t gives −E. Its space factor exp(−ip·r/ħ) has wave momentum −p. The condition is h(−p)v = −Ev, or

mc²φ − cσ·p ξ = −Eφ,

−cσ·p φ − mc²ξ = −Eξ.

The first line gives φ = Kξ. The left side of the second is then −(E − mc²)ξ − mc²ξ = −Eξ, as required. With ξ = Nχ_s the results are

u(p,s) = N(χ_s, Kχ_s),

v(p,s) = N(Kχ_s, χ_s).

The label s on v names a basis spinor; no claim is made that it is the physical spin of a particle. At p = 0, K vanishes, so u has upper components alone and v lower components alone. For pc much larger than mc², K² tends to one and N to 1/√2, and the two halves of each spinor have equal weight.

### (b) Establish the orthogonality and completeness of the spinors.

*Find all products needed to project a field of one wave momentum onto its four solutions.*

**Solution.** At fixed s and s′,

u†(p,s)u(p,s′) = N²χ_s†(1 + K²)χ_s′ = δ_ss′,

and the same calculation gives v†(p,s)v(p,s′) = δ_ss′.

The solutions that share the space factor exp(ip·r/ħ) are u(p,s) and v(−p,s). Reversing p reverses K but not E or N, so

v(−p,s) = N(−Kχ_s, χ_s).

Therefore

u†(p,s)v(−p,s′) = N²(−χ_s†Kχ_s′ + χ_s†Kχ_s′) = 0.

This also follows from their being eigenvectors of the same Hermitian matrix h(p) with eigenvalues E and −E. By contrast, u†(p,s)v(p,s′) = 2N²χ_s†Kχ_s′ need not vanish. The sign of the momentum matters in the next part.

For completeness use Σ_s χ_sχ_s† = 1:

Σ_s u(p,s)u†(p,s) = N²(1, K; K, K²),

Σ_s v(−p,s)v†(−p,s) = N²(K², −K; −K, 1).

The off-diagonal blocks cancel in the sum, and each diagonal block is N²(1 + K²) = 1. Thus

Σ_s [u(p,s)u†(p,s) + v(−p,s)v†(−p,s)] = 1.

The difference of the two sums will also be useful. It is

N²(1 − K², 2K; 2K, K² − 1).

Here N²(1 − K²) = [(E + mc²)/(2E)] · [2mc²/(E + mc²)] = mc²/E, and 2N²K = cσ·p/E. The difference is therefore

Σ_s [u(p,s)u†(p,s) − v(−p,s)v†(−p,s)] = h(p)/E.

### (c) Expand the field and express H through the mode operators.

*Do not exchange the order of any two operators.*

**Solution.** In a periodic box the field is a Fourier series in r. By completeness, its four-component coefficient at each p is a combination of u(p,1), u(p,2), v(−p,1) and v(−p,2). The field equation gives each part its time factor. After the summation variable p is renamed −p in the v part, the general solution is

ψ = V^(−1/2) Σ [b(p,s) u(p,s) e^(iθ) + d†(p,s) v(p,s) e^(−iθ)],

θ = (p·r − Et)/ħ.

The sum Σ runs over all retained p and both s. At this stage b is the name of one operator coefficient and d† the name of the other, with d its adjoint. The dagger does not yet mean that d† creates anything.

By part (a), h multiplies the first kind of wave by E and the second by −E:

hψ = V^(−1/2) Σ E[b u e^(iθ) − d† v e^(−iθ)].

The adjoint field is

ψ† = V^(−1/2) Σ [b† u† e^(−iθ) + d v† e^(iθ)].

Give the labels in ψ† a prime and multiply. The space integral uses

∫exp[i(p − p′)·r/ħ] d³r = V if p = p′, and 0 otherwise.

There are four kinds of term.

1. The product b†(p′,s′)b(p,s) requires p′ = p. The spinor product is δ_ss′, and the time factors cancel. The result is ΣE b†b.

2. The product b†(p′,s′)d†(p,s) has space factor exp[−i(p′ + p)·r/ħ], so p′ = −p. It carries u†(−p,s′)v(p,s), which is zero by part (b) with p reversed.

3. The product d(p′,s′)b(p,s) also requires p′ = −p. It carries v†(−p,s′)u(p,s), the complex conjugate of a product that vanishes in part (b).

4. The product d(p′,s′)d†(p,s) requires p′ = p and carries δ_ss′. The factor −E from hψ remains. The result is −ΣE d d†.

Hence

H = ΣE(b†b − d d†).

In the second term d stands on the left because it comes from ψ†. The minus sign is the negative frequency of the v waves. Whether this term lowers the energy cannot be decided until d d† is understood.

Two other quantities follow from the same integrals. Without h, both diagonal terms have a plus sign:

Q = ∫ψ†ψ d³r = Σ(b†b + d d†).

We call Q the field occupation. With −iħ∇ in place of h, the u wave gives p and the v wave gives −p, so the momentum is

P = Σp(b†b − d d†).

The cross terms vanish in both cases for the same reason as in H.

### (d) Find the brackets that reproduce the Dirac equation.

*Use Heisenberg's equation iħ∂ψ/∂t = [ψ,H]. Treat separately an algebra of commutators [A,B] = AB − BA and an algebra of anticommutators {A,B} = AB + BA. Then find the equal-time bracket of ψ with ψ†.*

**Solution.** We assume that the basic brackets are numbers, that they vanish between different modes, and that they vanish between two operators b, or two operators d, of the same mode. A mode here means one of the b's or one of the d's, with its p and s. The unknowns are the brackets of b with b† and of d with d†.

The coefficient of u evolves as b exp(−iEt/ħ). Heisenberg's equation for it requires

[b,H] = Eb.

The coefficient of v evolves as d† exp(+iEt/ħ). Its adjoint is d exp(−iEt/ħ), so

[d,H] = Ed.

These conditions contain commutators with H in both cases, because Heisenberg's equation does.

**Commutator algebra.** Let [b,b†] = λ and [d,d†] = κ. Other modes commute with b and d and drop out. Then

[b,H] = E[b,b†]b = λEb,

[d,H] = −E[d,dd†] = −E d[d,d†] = −κEd.

The required evolution gives λ = 1 and κ = −1. Thus

[b,b†] = 1, [d,d†] = −1.

The unusual sign is forced by the minus sign of d d† in H.

**Anticommutator algebra.** Let {b,b†} = λ and {d,d†} = κ. The vanishing of {b,b} and {d,d} means b² = d² = 0. A product of two operators of another mode commutes with b and with d, because moving one operator past the pair changes the sign twice. For the b mode,

[b,b†b] = bb†b − b†bb = (λ − b†b)b = λb,

where b² = 0 was used twice. For the d mode,

[d,−dd†] = −ddd† + dd†d = d(κ − dd†) = κd.

Now the evolution gives λ = κ = 1:

{b,b†} = 1, {d,d†} = 1.

The condition m > 0 has been used here: it makes every E positive. A massless mode at p = 0 would have E = 0, and its time evolution would not fix its bracket.

**Local bracket.** Write [A,B]₋ for the commutator and [A,B]₊ for the anticommutator. At equal times the time factors cancel, and, with component indices j and l,

[ψⱼ(r),ψₗ†(r′)]± = V⁻¹ Σ {uⱼuₗ* e^(ip·(r−r′)/ħ) [b,b†]± + vⱼvₗ* e^(−ip·(r−r′)/ħ) [d†,d]±}.

In the anticommutator case both mode brackets are one. In the commutator case [d†,d]₋ = −κ, which is also one. Rename p as −p in the v term and apply completeness:

[ψⱼ(r),ψₗ†(r′)]± = δⱼₗ V⁻¹ Σ_p e^(ip·(r−r′)/ħ).

As the cutoff is removed, the remaining sum becomes the periodic delta function δ³(r − r′). Both algebras are therefore local.

One might instead impose [d,d†] = +1 to make d look like an ordinary oscillator operator. Then [d,H] = −Ed, which contradicts the required evolution. The local bracket would also change: the two spinor sums would be subtracted, leaving

V⁻¹ Σ_p e^(ip·(r−r′)/ħ) [h(p)/E]ⱼₗ.

A bracket confined to r = r′ would be a delta function and its derivatives, with Fourier coefficients that are polynomials in p. The entries of h(p)/E are bounded but not all constant, so they are not all polynomials. This bracket connects different points. The ordinary sign thus fails for two reasons, and the commutator algebra to be examined is the one with κ = −1.

## Second half: energies, norms and an electron in a box

The first half used spinors u(p,s) and v(p,s), a mode energy E = √(m²c⁴ + p²c²) and operator coefficients b(p,s) and d†(p,s). Sums without a label run over all retained p and s; let M be the number of these pairs. With ψ† kept on the left, the Hamiltonian, field occupation and momentum are

H = ΣE(b†b − d d†),

Q = Σ(b†b + d d†),

P = Σp(b†b − d d†).

The Dirac time evolution requires [b,H] = Eb and [d,H] = Ed. An anticommutator algebra then has {b,b†} = {d,d†} = 1 and b² = d² = 0. A commutator algebra has [b,b†] = 1 and [d,d†] = −1. All other basic brackets vanish. The norm squared of a state φ is ⟨φ|φ⟩, written ‖φ‖² when the space has positive norms.

### (e) Find the spectrum for anticommutators.

*Take a space with positive norms. Show whether H has a lowest eigenvalue, identify the state that has it, and interpret the quanta created by b† and d†.*

**Solution.** The anticommutator gives d d† = 1 − d†d. Therefore

−E d d† = −E + E d†d,

and

H = ΣE(b†b + d†d) − ΣE.

For any state φ,

⟨φ|b†b|φ⟩ = ‖bφ‖² ≥ 0, ⟨φ|d†d|φ⟩ = ‖dφ‖² ≥ 0.

Every E is positive, so H + ΣE cannot have a negative expectation value. Its expectation value is zero if and only if bφ = dφ = 0 for every mode.

Such a state exists. Start from any nonzero state and consider the first mode, with annihilation operator a equal to b or d. If a already gives zero on the state, keep the state. Otherwise replace it by a times the state. The new state is nonzero, and a gives zero on it because a² = 0. Repeat this for every mode. A later step does not undo an earlier one, since the annihilation operators anticommute. With finitely many modes the process ends at a state |0⟩ annihilated by every b and d. After normalization this is the vacuum, with energy −ΣE.

The possible occupation of each mode follows from

(b†b)² = b†(bb†)b = b†(1 − b†b)b = b†b,

where the last step uses b² = 0. A number equal to its own square is 0 or 1. The same holds for d†d. Applying b† or d† to the vacuum gives a normalized state, for example

⟨0|d d†|0⟩ = ⟨0|(1 − d†d)|0⟩ = 1.

With n_b and n_d equal to 0 or 1 for each pair (p,s), the energies are

H = −ΣE + ΣE(n_b + n_d).

The Hamiltonian in the original operator order is thus bounded below but not positive. Subtracting its vacuum value defines

H′ = H + ΣE = ΣE(b†b + d†d) ≥ 0.

A number commutes with every operator, so the subtraction leaves Heisenberg's equation unchanged. This is the sense in which anticommutators give a positive Hamiltonian.

The subtracted constant depends on the cutoff. In a large box, a sum over p becomes V/(2πħ)³ times an integral. For a spherical cutoff p_max much larger than mc, E is close to pc over most of the range, and the two values of s give

ΣE ≈ 2V/(2πħ)³ ∫₀^(p_max) 4πp² · pc dp = Vc p_max⁴/(4π²ħ³).

It grows without limit as p_max increases. The subtraction must therefore be made while the cutoff is present. The energies measured from the vacuum have a finite limit for any fixed, finite set of quanta.

The field occupation becomes

Q = Σ(b†b − d†d) + M.

Relative to the vacuum, a b quantum contributes +1 and a d quantum −1. For an electron field, whose charge is −e(Q − M), b† creates an electron with charge −e, while d† creates a positron with charge +e. The momentum is

P = Σp(b†b + d†d) − Σp.

The last sum vanishes because the retained momenta come in opposite pairs. Both quanta carry momentum p and energy E. This is why the v wave was labelled by p although its wave momentum is −p.

There is an equivalent description. The product d d† = 1 − d†d is the occupation of a negative-frequency level. It is one in the vacuum and zero after d† has acted. The vacuum is then a state with every negative-frequency level filled, and a positron is an empty place in it. Filling such a level lowers H by E, but this can be done just once for each level.

### (f) Find the consequence of commutators when all norms are positive.

*Suppose that H has an eigenstate φ with eigenvalue ε. Determine what d does to it.*

**Solution.** Rearranging [d,H] = Ed gives Hd = dH − Ed. Hence

H(dφ) = (ε − E)dφ.

If dφ is not zero, it is an eigenstate with energy lower by E. To decide whether it can be zero, use [d,d†] = −1 in the form d†d = d d† + 1:

‖dφ‖² = ⟨φ|d†d|φ⟩ = ⟨φ|d d†|φ⟩ + ⟨φ|φ⟩ = ‖d†φ‖² + ‖φ‖².

The right side is at least ‖φ‖², which is positive. Thus dφ is nonzero, and the same argument applies to dφ in place of φ. Repeated action of d gives the eigenvalues

ε, ε − E, ε − 2E, ε − 3E, …

without end. The energy has no lower bound. A single mode is enough for this; the conclusion does not come from having infinitely many momenta.

The familiar oscillator notation makes the cause visible. Put c = d†, so c† = d. Then

[c,c†] = [d†,d] = 1,

and

H = ΣE(b†b − c†c).

The operators b and c are ordinary oscillator operators. Their number states have positive norms and occupations 0, 1, 2 and so on, and they supply the eigenstates assumed above. Each c quantum has energy −E, and there is no limit to how many may occupy one mode.

Adding a constant cannot repair this, since it shifts every eigenvalue equally. One might try to add a multiple of Q, which is now Σ(b†b + c†c). But [b,Q] = b and [c,Q] = c, so [ψ,Q] = ψ. Adding μQ to H adds μψ to the right side of the Dirac equation. This multiplies ψ by the phase exp(−iμt/ħ) and moves every level, E or −E, up by μ. While the cutoff is present, a μ larger than the largest retained E does bound the shifted energy from below. That μ must grow with the cutoff, however, and once the cutoff is removed no fixed μ suffices, because the levels μ − E have no lower limit.

One qualification concerns fixed occupation. Both b†b and c†c commute with H, so Q is conserved in the free theory. If Q is fixed at N and the cutoff is present, the lowest energy is −N times the largest retained E. It is reached by placing all N quanta in modes of that energy. The spectrum is unbounded below because N has no upper limit. When the cutoff is removed, even N = 1 has no lowest energy, since E itself has no upper limit.

### (g) Require d|0⟩ = 0 in spite of the commutator.

*Keep [d,d†] = −1, but impose b|0⟩ = d|0⟩ = 0 and ⟨0|0⟩ = 1. Find the energies and norms of the states d†ⁿ|0⟩ for one mode.*

**Solution.** Part (f) shows that d cannot annihilate a nonzero state in a space of positive norms. We now give up that property. The dagger still denotes the adjoint, but with respect to an inner product whose values ⟨φ|φ⟩ may be negative.

The adjoint of [d,H] = Ed is [H,d†] = Ed†, because H is its own adjoint. Thus

Hd† = d†H + Ed†.

Each application of d† now raises the energy by E, and d†ⁿ|0⟩ lies nE above |0⟩. The order d d† = d†d − 1 turns the Hamiltonian into

H = ΣE(b†b − d†d) + ΣE.

The minus sign in front of d†d does not contradict the positive excitation energy. To see this, move d to the right through n factors of d†. Each exchange contributes −1, and d finally gives zero on the vacuum:

d d†ⁿ|0⟩ = −n d†ⁿ⁻¹|0⟩.

Multiplying by −d† gives

−d†d d†ⁿ|0⟩ = +n d†ⁿ|0⟩.

So −d†d, not d†d, counts the quanta. The vacuum constant is +ΣE here, opposite in sign to that of part (e). Measured from it, all energies are sums of positive E.

The price appears in the norms. Let Gₙ = ⟨0|dⁿd†ⁿ|0⟩. Applying the rightmost d by the formula above gives

Gₙ = −n Gₙ₋₁, G₀ = 1.

Therefore

Gₙ = (−1)ⁿ n!.

For n = 1 this is −1. Dividing the state by √n! makes the size of the norm one but cannot change its sign. States with an odd number of d quanta have negative norm. With several modes the signs multiply, so the total number of d quanta decides the sign.

In quantum mechanics the probability of an outcome is the norm squared of the corresponding part of a normalized state. A negative value has no such meaning. Superpositions fare no better. The state b†|0⟩ + d†|0⟩ has norm squared 1 − 1 = 0, because the cross terms vanish, although the state itself is not zero. It cannot be normalized.

One might keep only states with an even total number of d quanta. The free Hamiltonian respects this restriction. A coupling to an external potential, however, has the form of a space integral of ψ† times a matrix function times ψ. It generally contains terms b†d†, which create one d quantum and lead out of the restricted set. The restriction therefore does not provide a generally usable interacting theory.

Parts (f) and (g) are two ways of representing one commutator algebra. With positive norms, d cannot annihilate a state, and the energy descends without end. If d does annihilate the vacuum, the excitation energies are positive, but negative norms follow. The algebra does not permit positive norms and a lower bound on the energy together.

### (h) Apply the results to electron modes in a small box.

*Take an electron field in a cubic box of side L = 2.0 pm. Keep p_x = p_y = 0 and p_z = 0, ±2πħ/L. Find the mode energies, the vacuum energy for anticommutators and the lowest energy at each field occupation. Compare with commutators.*

**Solution.** The electron rest energy is 510.999 keV. The nonzero momenta have

pc = 2πħc/L = 619.921 keV.

The two mode energies are therefore

E₀ = mc² = 510.999 keV,

E₁ = √(510.999² + 619.921²) keV = 803.382 keV.

The momentum is large enough to mix the spinor halves appreciably. For p_z = +2πħ/L and spin up, the nonzero components of u are

N = √[(803.382 + 510.999)/(2 × 803.382)] = 0.90445,

N pc/(E₁ + mc²) = 0.90445 × 619.921/1314.381 = 0.4266.

Three momenta and two values of s give M = 6. Each pair (p,s) has one u wave and one v wave, so the field has 12 modes. Two pairs have energy E₀ and four have energy E₁. Hence

ΣE = 2E₀ + 4E₁ = (1022.0 + 3213.5) keV = 4235.5 keV.

For anticommutators the vacuum energy before subtraction is −4235.5 keV, or −6.786 × 10⁻¹³ J. This value belongs to the chosen cutoff and has no meaning as an energy of empty space. The first excitation above the vacuum is one electron or one positron at rest, at 511.0 keV. At unchanged charge, the lightest excitation contains one of each at rest and costs 1022.0 keV, or 1.637 × 10⁻¹³ J.

The lowest energies can also be obtained without using the mode operators. Three points along z, spaced by L/3, suffice to represent three Fourier waves. The field components at these points, multiplied by √(V/3), have unit brackets with their own adjoints. Writing H in terms of these 12 local operators gives a finite matrix for each occupation Q = N. For anticommutators, numerical diagonalization gives the following lowest energies:

N = 0: 0 keV

N = 1: −803.4 keV

N = 2: −1606.8 keV

N = 3: −2410.1 keV

N = 4: −3213.5 keV

N = 5: −3724.5 keV

N = 6: −4235.5 keV

N = 7: −3724.5 keV

N = 8: −3213.5 keV

For N = 9 to 12 the values are −2410.1, −1606.8, −803.4 and 0 keV.

The filling of levels explains this sequence. The first four quanta occupy the four levels at −E₁. The next two must use the levels at −E₀, so each lowers the energy by 511.0 keV. At N = 6 all negative levels are full, in agreement with Q = M for the vacuum. A seventh quantum must enter a level at +E₀, and the energy rises. The later values retrace the earlier ones because the positive levels mirror the negative levels.

For commutators with positive norms, diagonalization of the corresponding matrices gives

N = 1: −803.4 keV

N = 2: −1606.8 keV

N = 3: −2410.1 keV

N = 4: −3213.5 keV

Up to N = 4 these equal the anticommutator values, because there are four different levels at −E₁. These four numbers therefore do not by themselves distinguish the two algebras. The two cases separate at N = 5, for which the commutator matrix was not diagonalized. By part (f), a fifth commuting quantum can again enter a level at −E₁, giving

−5E₁ = −5 × 803.4 keV = −4017 keV,

below the anticommutator value of −3724.5 keV. The descent then continues by 803.4 keV for every further quantum.

If d is instead required to annihilate the vacuum, reordering the operators for a mode with energy E₁ gives:

n = 1: norm −1, excitation energy 803.4 keV

n = 2: norm 2, excitation energy 1606.8 keV

n = 3: norm −6, excitation energy 2410.1 keV

The listed norms are the values Gₙ = ⟨φ|φ⟩ for φ = d†ⁿ|0⟩, that is, the norms squared before the state is divided by √n!. The energies rise as desired, while the sign of the norm alternates.

Finally, consider the sign [d,d†] = +1 rejected in part (d). A d quantum in this mode would have energy −803.4 keV relative to |0⟩, although the Dirac time factor requires +803.4 keV. The bracket of the scaled fields at two different ones of the three points would not vanish either, whereas with the required sign it is (1/3)[1 + 2cos(2π/3)] = 0. The comparison is confined to these three points: at other separations z the cutoff alone leaves (1/3)[1 + 2cos(2πz/L)] even for the required sign. Its largest entry comes from the cα·p part of h(p)/E. The p = 0 term contributes nothing to this part, and the two opposite momenta combine to a sine, giving the magnitude

(1/3) × 2 sin(2π/3) × pc/E₁ = 0.57735 × 619.921/803.382 = 0.4455.

This is not small compared with the value 1 of the bracket of a scaled field component with its own adjoint at one point when the required sign is used.
